# The electronic factor in the transition-state rate of F + H2

## Problem

A fluorine atom in its ground term $^2P$ reacts with hydrogen,

$$\mathrm{F}(^2P)+\mathrm{H_2}\rightarrow \mathrm{HF}+\mathrm{H}.$$

The term has two fine-structure levels. The level $^2P_{3/2}$ is the lower one, and $^2P_{1/2}$ lies roughly $400\ \mathrm{cm^{-1}}$ above it. For the arithmetic, take the splitting as the given input $D=404\ \mathrm{cm^{-1}}$. As H$_2$ approaches, the three spatial states of the atom give three doublet surfaces. Assume that only the lowest of them leads over the barrier to products.

1. Find the electronic partition functions of the reactants and of the saddle, and from them the electronic factor $f(T)$ in the classical transition-state rate. State from which level the barrier must be measured.
2. Evaluate $f$ between 100 and 1000 K.
3. Find how $f$ changes the rate and the activation energy over this range.
4. Interpret $f$ as a probability.

Three assumptions hold throughout. The fine-structure levels of F are in thermal equilibrium, the electronic state follows the nuclear motion adiabatically, and tunnelling and recrossing are left out. Energies are in $\mathrm{cm^{-1}}$, so wherever $k_BT$ is compared with an energy it stands for $k_BT/hc$, with $k_B/hc=0.695035\ \mathrm{cm^{-1}/K}$. The prefactor $k_BT/h$ of the rate keeps its ordinary meaning of a frequency.

## Hints

**Hint 1.** A level with total angular momentum $j$ contains $2j+1$ states. Choose the energy zero before writing a Boltzmann factor, and use the same zero for the barrier.

**Hint 2.** At the saddle the lowest spatial state is nondegenerate and can be described by a real wavefunction. What is the expectation value of an orbital angular momentum in such a state? How many spin states remain?

**Hint 3.** The activation energy is $E_a=k_BT^2\,d\ln k/dT$, so each factor of the rate constant contributes its own term.

**Hint 4.** Follow the reactive pair of states from the saddle back to the separated reactants. To which fine-structure level does it belong?

## Solution

### 1. The two partition functions

**Reactants.** Within the $^2P$ term the spin-orbit energy is $A\,\mathbf L\cdot\mathbf S$, with $L=1$, $S=1/2$ and $\hbar=1$ in the angular momenta. Since $\mathbf J=\mathbf L+\mathbf S$,

$$\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-L(L+1)-S(S+1)\right].$$

For $j=3/2$ this is $\frac12(\frac{15}{4}-2-\frac34)=\frac12$. For $j=1/2$ it is $\frac12(\frac34-2-\frac34)=-1$. The levels are therefore

$$E_{3/2}=\frac A2\ \ (4\text{ states}),\qquad E_{1/2}=-A\ \ (2\text{ states}).$$

In fluorine $E_{1/2}-E_{3/2}=-\frac32A=D$, so $A=-\frac23D=-269.3\ \mathrm{cm^{-1}}$. Measured from the energy of the term without spin-orbit coupling, the levels are

$$E_{3/2}=-\frac D3,\qquad E_{1/2}=+\frac{2D}3. \tag{1}$$

The mean over the six states is zero, because $4(-D/3)+2(2D/3)=0$. This position of the lower level matters again in Variation A.

Now move the energy zero to $^2P_{3/2}$. With $x=D/k_BT$ the electronic partition function of the atom is

$$q_{\mathrm F}=4+2e^{-x}. \tag{2}$$

The ground state of H$_2$ is a singlet without orbital degeneracy, and its excited electronic states are far too high to be populated here. Its electronic factor is 1.

**Which surface reacts.** The ground-state products are HF, a closed-shell singlet, and H in its $^2S$ state. Together they supply one spatial state with spin $1/2$, hence one doublet surface. The other two doublets that start from F$(^2P)$ + H$_2$ must lead adiabatically to excited products, which are out of reach at thermal energies. This is the ground for counting a single surface at the saddle.

**Saddle.** Let $\phi$ be the real, nondegenerate spatial state of the reactive surface. The operator $\mathbf L=-i\,\mathbf r\times\nabla$, summed over the electrons, is purely imaginary, so its expectation value in a real state is imaginary. It is also Hermitian, so this value is real. Both can hold only if

$$\langle\phi|\mathbf L|\phi\rangle=0.$$

The first-order spin-orbit energy $A\langle\mathbf L\rangle\cdot\mathbf S$ thus vanishes for either spin direction: the coupling is quenched. A second-order shift remains, which is computed in Variation B. It moves both spin states together, because the system has $9+2=11$ electrons, and time-reversal symmetry keeps the states of an odd number of electrons degenerate in pairs (Kramers degeneracy). Measured from the saddle energy,

$$q^\ddagger=2. \tag{3}$$

**The rate constant.** Transition-state theory gives

$$k(T)=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q_{\mathrm F}Q_{\mathrm{H_2}}}\,e^{-V/k_BT}, \tag{4}$$

where the $Q$ are partition functions per unit volume and $Q^\ddagger$ leaves out the motion along the reaction coordinate. If electronic and nuclear energies are additive in each region, each $Q$ is an electronic factor times a nuclear one. The electronic factors combine to

$$f(T)=\frac{q^\ddagger}{q_{\mathrm F}\cdot1}=\frac{2}{4+2e^{-D/k_BT}}. \tag{5}$$

Equation (2) counts energies from $^2P_{3/2}$, so $V$ in equation (4) must be the height of the saddle above F$(^2P_{3/2})$ + H$_2$. The two equivalent ends of H$_2$ enter through the rotational partition functions and are not part of $f$.

The limits follow at once. For $k_BT\ll D$ the upper level is empty and $f\to2/4=1/2$. For $k_BT\gg D$ all six states are equally populated and $f\to2/6=1/3$.

### 2. Values from 100 to 1000 K

The splitting corresponds to a temperature $D/k_B=404/0.695035=581.27$ K. At 300 K, for example,

$$x=\frac{581.27}{300}=1.9376,\qquad e^{-x}=0.14406,$$

$$f=\frac{2}{4+2(0.14406)}=\frac{2}{4.28812}=0.4664.$$

The table also lists the fraction of atoms in the upper level,

$$p^*=\frac{2e^{-x}}{4+2e^{-x}}=\frac{1}{1+2e^{x}}, \tag{6}$$

where the last form results from dividing numerator and denominator by $2e^{-x}$.

| $T$ / K | $x$ | $p^*$ | $f$ |
|---:|---:|---:|---:|
| 100 | 5.813 | 0.0015 | 0.4993 |
| 200 | 2.906 | 0.0266 | 0.4867 |
| 300 | 1.938 | 0.0672 | 0.4664 |
| 500 | 1.163 | 0.1352 | 0.4324 |
| 700 | 0.830 | 0.1789 | 0.4105 |
| 1000 | 0.581 | 0.2185 | 0.3907 |

At 100 K the factor is within 0.2 % of its cold limit. At 1000 K it is still 17 % above the hot limit $1/3$, because that limit is approached slowly: for small $x$, $3f=3/(2+e^{-x})\approx1+x/3$, and $x$ is still 0.58.

### 3. Effect on the rate and on the activation energy

**Size.** Compare equation (4) with the same expression in which the electronic factor is set to 1 and $V$ is unchanged. The factor divides the rate by $1/f$, which is 2.00 at 100 K, 2.14 at 300 K and 2.56 at 1000 K.

**Temperature dependence.** Between 100 and 1000 K the factor changes by

$$\frac{f(1000\ \mathrm K)}{f(100\ \mathrm K)}=0.783,$$

a decrease of 22 %. No constant can replace $f$ over the whole range to better than about 12 %, relative to the rate with $f$: equal errors $\pm e$ at the two ends require $(1-e)/(1+e)=0.783$, so $e=0.12$. The constant $1/2$ gives a rate that is 28 % too high at 1000 K, relative to the rate with $f$. The constant $1/3$ gives one that is 33 % too low at 100 K and 15 % too low at 1000 K.

**Activation energy.** From equation (5), $\ln f=\ln2-\ln q_{\mathrm F}$. Since $dx/dT=-D/(k_BT^2)$,

$$\frac{dq_{\mathrm F}}{dT}=-2e^{-x}\frac{dx}{dT}=\frac{2D\,e^{-x}}{k_BT^2}.$$

The electronic term in the activation energy is therefore

$$E_{\mathrm{el}}=k_BT^2\frac{d\ln f}{dT}=-\frac{k_BT^2}{q_{\mathrm F}}\frac{dq_{\mathrm F}}{dT}=-D\,\frac{2e^{-x}}{4+2e^{-x}}=-D\,p^*. \tag{7}$$

This is minus the mean electronic energy of the reactant atoms. An activation energy is the mean energy of the reacting systems minus that of all reactants. The reactive doublet has no thermal electronic energy of its own, so only the reactant part appears here.

The term is $-0.6\ \mathrm{cm^{-1}}$ at 100 K and $-27.1\ \mathrm{cm^{-1}}$ at 300 K. At 1000 K it is

$$E_{\mathrm{el}}=-404\times0.2185=-88.3\ \mathrm{cm^{-1}}=-1.06\ \mathrm{kJ/mol}.$$

The negative sign does not mean that the whole rate falls on heating. It means that the rate grows less steeply than it would with a constant electronic factor.

If an Arrhenius line is drawn through the two end points alone, the factor contributes

$$E_{\mathrm{2pt}}=\frac{k_B\ln[f(T_2)/f(T_1)]}{1/T_1-1/T_2}=\frac{0.695035\times\ln0.7827}{0.010-0.001}=-18.9\ \mathrm{cm^{-1}}.$$

This is much smaller in size than the local value at 1000 K. The reason is that $d\ln f=-(E_{\mathrm{el}}/k_B)\,d(1/T)$, so the two-point value is the average of $E_{\mathrm{el}}$ over $1/T$. The interval from 100 to 200 K takes up $0.005/0.009$, more than half, of the range in $1/T$, and there $E_{\mathrm{el}}$ is at most $10.8\ \mathrm{cm^{-1}}$ in size.

### 4. The factor as a probability

Consider a collinear approach and let $m$ be the projection of $\mathbf L$ on the axis. The reactive spatial state has $m=0$. Let the interaction with H$_2$ shift the states $m=\pm1$ by $w$ relative to it. Near the saddle $w$ is large and positive; take $w>0$ first. The projection $\Omega$ of the total electronic angular momentum is conserved.

The states of $^2P_{3/2}$ with $|\Omega|=3/2$ are pure $m=\pm1$ states, and their energy is $-D/3+w$ relative to the $m=0$ surface without coupling. The state with $\Omega=1/2$ is

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle.$$

It has weight $1/3$ on $m=1$, so its mean energy is $-D/3+w/3$. By the variational principle the lowest state with $\Omega=1/2$ lies at or below this value, hence below the $|\Omega|=3/2$ pair for every $w>0$. The same holds for $\Omega=-1/2$. Wherever $w>0$, the lowest pair is thus the lower $|\Omega|=1/2$ pair. At long range $w$ can be slightly negative in a collinear approach, and the $|\Omega|=3/2$ pair then lies lower, but this does not change the correlation. There are only two states with $\Omega=1/2$, one from each fine-structure level, and the spin-orbit element $A/\sqrt2$ between $|0,\uparrow\rangle$ and $|1,\downarrow\rangle$ (Variation B) keeps them from crossing for any $w$. On a collinear path the lower $|\Omega|=1/2$ pair therefore starts as two of the four states of $^2P_{3/2}$ and becomes the reactive doublet at the saddle. Off the axis $\Omega$ is not conserved and a crossing of the two lowest pairs is avoided. The reactive doublet is then the lowest pair all along the path, which may start with $|\Omega|=3/2$ character where $w<0$. In either case it starts as two of the four states of $^2P_{3/2}$.

The fraction of atoms in $^2P_{3/2}$ is $1-p^*$, and half of these are in the reactive pair:

$$\frac12(1-p^*)=\frac12\cdot\frac{4}{4+2e^{-x}}=\frac{2}{4+2e^{-x}}=f. \tag{8}$$

So $f$ is the thermal probability that a collision starts on the reactive doublet. Heating lowers it because atoms move to $^2P_{1/2}$, from which this model allows no reaction.

This reading shows where equation (5) fails:

- If the atoms are not in thermal equilibrium, the true populations must be used. For atoms all in $^2P_{3/2}$, with its four states equally filled, the factor is $1/2$ at every temperature.
- If nonadiabatic transitions let $^2P_{1/2}$ react, the rate contains a contribution that $f$ leaves out.
- Tunnelling changes the absolute rate, most strongly in the cold. The numbers above describe the electronic factor and are not a prediction of the measured rate at 100 K.

## Variation A: a barrier computed without spin-orbit coupling

*An electronic-structure calculation without spin-orbit coupling gives a barrier $V_0$. How does the coupling change the rate, if it is fully quenched at the saddle?*

Without coupling all six reactant states are degenerate, so the electronic factor is $2/6=1/3$ and the exponential is $e^{-V_0/k_BT}$. With coupling, equation (1) puts the lower reactant level at $-D/3$, while the saddle stays where it was. The barrier from $^2P_{3/2}$ is thus

$$V=V_0+\frac D3=V_0+134.7\ \mathrm{cm^{-1}}. \tag{9}$$

The ratio of the rate with coupling to the rate without it is

$$R=\frac{f\,e^{-(V_0+D/3)/k_BT}}{\frac13e^{-V_0/k_BT}}=3f\,e^{-x/3}=\frac{3e^{-x/3}}{2+e^{-x}}. \tag{10}$$

At 100 K, $x/3=1.9376$ and $e^{-x}=0.00299$, so

$$R=\frac{3\times0.14406}{2.00299}=0.216.$$

The ratio rises to 0.733 at 300 K and 0.966 at 1000 K. The coupling lowers the rate at every temperature. To see this, write $1/R=\frac13(e^{x/3}+e^{x/3}+e^{-2x/3})$. This is the arithmetic mean of three positive numbers whose product is 1, so it is at least 1.

For small $x$, expand the denominator of equation (10):

$$\ln(2+e^{-x})=\ln3+\ln\left(1-\frac x3+\frac{x^2}6+\dots\right)=\ln3-\frac x3+\frac{x^2}6-\frac{x^2}{18}+\dots$$

Since $\frac16-\frac1{18}=\frac19$,

$$\ln R=\ln3-\frac x3-\ln(2+e^{-x})\approx-\frac{x^2}9.$$

The terms linear in $x$ cancel because the coupling leaves the mean energy of the six reactant states unchanged.

The effect on the activation energy has the opposite sign to equation (7). It is $D/3-Dp^*$, which at 1000 K equals $134.7-88.3=46.4\ \mathrm{cm^{-1}}$.

The factor $f$ and the barrier correction belong together. Combining $f$ with the uncorrected $V_0$ makes the rate too large by $e^{x/3}$, which at 100 K is $1/0.14406=6.9$.

## Variation B: incomplete quenching at the saddle

*Let a collinear saddle have the round model values $V_0=500\ \mathrm{cm^{-1}}$ and $W=5000\ \mathrm{cm^{-1}}$, where $W$ is the height of the $m=\pm1$ states above the reactive one before coupling. How good are the assumptions of one doublet and full quenching?*

Write $\mathbf L\cdot\mathbf S=L_zS_z+\frac12(L_+S_-+L_-S_+)$. For $\Omega=1/2$ the basis is $|0,\uparrow\rangle$, $|1,\downarrow\rangle$. The diagonal elements of $A\,\mathbf L\cdot\mathbf S$ are $0$ and $-A/2=D/3$. Because $L_+|0\rangle=\sqrt2\,|1\rangle$, the off-diagonal element is $A/\sqrt2$, and its square is $A^2/2=2D^2/9$. Measured from the saddle without coupling, the energies $\varepsilon$ obey

$$\varepsilon\left(\varepsilon-W-\frac D3\right)=\frac{2D^2}9.$$

For the small root, $\varepsilon$ can be neglected beside $W$ in the bracket:

$$\varepsilon\approx-\frac{2D^2/9}{W+D/3}=-\frac{36270}{5134.7}=-7.06\ \mathrm{cm^{-1}}. \tag{11}$$

The barrier from $^2P_{3/2}$ becomes $500+134.67-7.06\approx627.6\ \mathrm{cm^{-1}}$. The shift multiplies the rate by $e^{7.06/k_BT}$. This is 1.11 at 100 K, where $R$ rises from 0.216 to 0.239, and 1.01 at 1000 K, where $R$ rises from 0.966 to 0.976. The factor $f$ itself is unchanged, because the shift belongs to $V$.

To estimate the error of keeping one doublet, count the upper two as if they also led to products, with their highest points at the same saddle. The $|\Omega|=3/2$ pair lies at $W-D/3$. The upper $|\Omega|=1/2$ pair lies at $W+D/3+7.06\ \mathrm{cm^{-1}}$, since the two roots must add up to $W+D/3$. Above the reactive doublet these are 4872 and $5149\ \mathrm{cm^{-1}}$. At 1000 K, where $k_BT=695\ \mathrm{cm^{-1}}$, their contribution relative to that of the reactive doublet is

$$e^{-4872/695}+e^{-5149/695}\approx1.5\times10^{-3}.$$

In this model the upper doublets would add 0.15 % at 1000 K and less at lower temperatures. The values of $V_0$ and $W$ are illustrative, and this contribution depends exponentially on $W$: the same formulas with $W=4200\ \mathrm{cm^{-1}}$ give about 0.5 % at 1000 K and a shift of about $-8.4\ \mathrm{cm^{-1}}$. The real saddle of F + H$_2$ is bent, so its two upper states are not degenerate, and both corrections must be worked out from the actual gaps.
